# Why a low-permittivity interlayer can fail before its high-k partner

## Result

In a gate stack made of a low-permittivity interlayer and a high-k layer, the same electric displacement crosses both layers when their interface carries no net charge. The interlayer then has the larger electric field, by the inverse ratio of the permittivities. If its damage rate at that field exceeds the damage rate of the high-k layer at its own smaller field, the interlayer fails first, even when it is the stronger material at equal field.

The larger field does not settle the order by itself. For damage rates that grow exponentially with field, what counts is the field-acceleration coefficient divided by the permittivity, together with the zero-field rates. The order can therefore change with voltage: in the example below the interlayer fails first at 2.0 V and the high-k layer at 1.2 V. A life extrapolated from the high-voltage tests is then too long by a factor of about 56, a number that belongs to the chosen model parameters and not to a real stack.

## How the voltage divides

Let index 1 denote the interlayer and index 2 the high-k layer, with thicknesses $t_i$, relative permittivities $k_i$ and $k_2>k_1$. The layers are flat, uniform and linear. $V$ is the voltage across the two dielectrics, which differs from the applied gate voltage by the work-function difference and the band bending in the semiconductor. The gate is positive, and fields are counted positive from the gate towards the substrate, thus from layer 2 to layer 1.

Gauss's law for a thin box around the interface gives $D_1-D_2=\sigma$, where $\sigma$ is the interface charge per area. For $\sigma=0$ both layers have the same displacement $D$. It is convenient to use $F=D/\varepsilon_0$, which has the unit of a field. Then

$$E_1=\frac{F}{k_1},\qquad E_2=\frac{F}{k_2},\qquad \frac{E_1}{E_2}=\frac{k_2}{k_1}.$$

The voltages across the layers add up to $V$:

$$V=E_1t_1+E_2t_2=F\left(\frac{t_1}{k_1}+\frac{t_2}{k_2}\right)=FS,\qquad S=\frac{t_1}{k_1}+\frac{t_2}{k_2}.$$

Hence $F=V/S$, and the interlayer field is

$$E_1=\frac{V}{k_1S}=\frac{V}{t_1+t_2k_1/k_2}.$$

The thicknesses set the size of both fields but not their ratio. Two consequences matter for design. At fixed thicknesses, a larger $k_2$ raises $E_1$ towards the limit $V/t_1$, because the high-k layer takes up less voltage. At fixed capacitance per area, $\varepsilon_0/S$, the interlayer field $V/(k_1S)$ does not depend on $k_2$ at all.

## From field to damage rate

Suppose that damage proceeds by thermally activated bond breaking, and that the field lowers the barrier in proportion to its strength. With attempt rate $\nu_i$, zero-field barrier $H_i$, temperature $T$ and a barrier reduction $q_iE_i$, the rate is

$$r_i=\nu_i\exp\left(-\frac{H_i-q_iE_i}{k_BT}\right)=A_i\exp(\gamma_iE_i),$$

$$A_i=\nu_i e^{-H_i/k_BT},\qquad \gamma_i=\frac{q_i}{k_BT}.$$

This neglects bond repair and terms of second order in the field. It is a model, and it should be used within the field range where it describes the layer concerned. In layers only a nanometre or two thick, tunnelling carriers also create defects, and measured lives then need not be exponential in the field. $A_i$ and $\gamma_i$ belong to a layer of given thickness, area and temperature. Damage is normalized so that a layer fails when $\int r_i\,dt=1$; at constant field its nominal life is $1/r_i$.

Both rates must be compared at the displacement they share:

$$\ln\frac{r_1}{r_2}=\ln\frac{A_1}{A_2}+\gamma_1E_1-\gamma_2E_2=\ln\frac{A_1}{A_2}+aF,\qquad a=\frac{\gamma_1}{k_1}-\frac{\gamma_2}{k_2}.$$

The interlayer has the shorter nominal life when this logarithm is positive. For other rate laws the criterion keeps its general form, $r_1(F/k_1)>r_2(F/k_2)$.

If $A_2>A_1$ and $a>0$, the logarithm starts negative and rises with voltage. It vanishes at

$$F^*=\frac{\ln(A_2/A_1)}{a},\qquad V^*=SF^*.$$

Above $V^*$ the interlayer leads; below it the high-k layer leads. The other signs give the remaining cases. With $a>0$ and $A_1\ge A_2$, the interlayer leads at every positive voltage. With $a<0$ and $A_2\ge A_1$, the high-k layer does. With $a<0$ and $A_1>A_2$ there is again a crossover, but the interlayer leads below it. With $a=0$ the layer with the larger $A_i$ leads at every voltage.

## A stack in numbers

The following round parameters describe a model stack, not a particular material.

- Permittivities: $k_1=4$, $k_2=20$.
- Thicknesses: $t_1=1$ nm, $t_2=5$ nm.
- Field acceleration: $\gamma_1=40$ nm/V, $\gamma_2=80$ nm/V.
- Zero-field rates: $A_1=10^{-20}\ \mathrm{s^{-1}}$, $A_2=10^{-12}\ \mathrm{s^{-1}}$.

Since both $A_2$ and $\gamma_2$ are the larger ones, the high-k layer is damaged faster at every equal positive field. Nevertheless,

$$S=\frac14+\frac5{20}=0.50\ \text{nm},\qquad a=\frac{40}{4}-\frac{80}{20}=6\ \text{nm/V}.$$

With $\ln(A_2/A_1)=\ln 10^8=18.42$, the crossover lies at $F^*=18.42/6=3.07$ V/nm and $V^*=0.50\times3.07=1.54$ V.

At 2.0 V, $F=2.0/0.50=4.0$ V/nm, so $E_1=1.0$ V/nm and $E_2=0.20$ V/nm. The exponents are $\gamma_1E_1=40$ and $\gamma_2E_2=16$, and the lives are

$$\frac1{r_1}=10^{20}e^{-40}\ \text{s}=425\ \text{s},\qquad \frac1{r_2}=10^{12}e^{-16}\ \text{s}=1.1\times10^5\ \text{s}.$$

The interlayer gains 24 units in the exponent over its partner, more than the 18.42 units by which it starts behind.

At 1.2 V the fields are 0.60 and 0.12 V/nm and the exponents 24 and 9.6. The gain of 14.4 no longer makes up the difference. The lives are $3.8\times10^9$ s for the interlayer and $6.8\times10^7$ s for the high-k layer, which now fails first.

A thought experiment isolates the cause. Keep both damage laws and the voltage of 2.0 V, but give both layers the permittivity 4. The field is then $2.0/6.0=0.33$ V/nm everywhere. The nominal lives become $1.6\times10^{14}$ s for the interlayer and 2.6 s for the other layer. With equal fields the high-k damage law loses, so in this model it is the unequal division of the field that puts the interlayer first at 2.0 V.

## Does the local field protect the interlayer?

A bond responds to the field at its own site, and this local field exceeds the average field by more in a strongly polarizable solid. One might expect this to cancel the advantage of the high-k layer. For point dipoles on a cubic lattice the effect can be worked out.

Draw a sphere around a site and treat the material outside it as continuous, with polarization $P$. The surface of the spherical cavity carries the polarization charge $-P\cos\theta$ per area, where $\theta$ is the angle from the direction of $P$. Each surface element contributes to the field along $P$ at the centre, with a second factor $\cos\theta$ from the projection. The charge at $\theta=0$ is negative and attracts a positive test charge towards it, so the contribution is positive:

$$\frac{P}{4\pi\varepsilon_0}\int\cos^2\theta\,d\Omega=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=\frac{P}{3\varepsilon_0}.$$

The equal dipoles inside the sphere contribute in proportion to $\sum(3z^2-r^2)/r^5$. Cubic symmetry makes the sums with $x^2$, $y^2$ and $z^2$ equal, so this sum vanishes. With $P=\varepsilon_0(k-1)E$ and $E=F/k$,

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0}=\frac{k+2}{3}E=F\,\frac{k+2}{3k}=F\left(\frac13+\frac{2}{3k}\right).$$

At a given average field the local field grows with $k$. At a given displacement it falls with $k$. For the two permittivities of the example, $E_{\rm loc}/F$ is 0.50 in the interlayer and 0.37 in the high-k layer. If a bond with the same effective dipole $p$ breaks in both, the barrier reduction is $pE_{\rm loc}$. Then $\gamma_i/k_i=p(k_i+2)/(3k_ik_BT)$, which is larger for the interlayer.

In this idealized case the local field thus reduces $a$ but leaves it positive. That does not fix the order of failure. With equal dipoles and $\gamma_1=40$ nm/V, $\gamma_2=40\times22/6=147$ nm/V and $a=2.67$ nm/V; with the zero-field rates of the example the crossover moves up to 3.45 V, and at 2.0 V the high-k layer fails first, after 0.18 s against 425 s. The value $\gamma_2=80$ nm/V of the example corresponds to a high-k dipole of 0.55 times that of the interlayer, and a dipole ratio above $0.500/0.367=1.36$ would make $a$ negative. Real oxides need not have cubic sites, point dipoles or equal bond dipoles. The values of $\gamma_i$ in the example are independent inputs and already refer to the average field, so no further local-field factor should be applied to them.

## What scatter does to the order

Breakdown times scatter, and nominal lives give the order in the sense of odds. Let the two failure times be independent up to the first failure, with Weibull survival probabilities $\exp[-(r_it)^\beta]$ and a common shape $\beta$. The nominal life $1/r_i$ now serves as the Weibull scale.

The interlayer fails between $t$ and $t+dt$ with probability density $\beta r_1^\beta t^{\beta-1}\exp[-(r_1t)^\beta]$. Multiplying by the probability that the high-k layer has survived until $t$, and integrating, gives the probability that the interlayer is first:

$$P_1=\int_0^\infty\beta r_1^\beta t^{\beta-1}e^{-(r_1^\beta+r_2^\beta)t^\beta}dt=\frac{r_1^\beta}{r_1^\beta+r_2^\beta}.$$

The last step uses $u=t^\beta$, $du=\beta t^{\beta-1}dt$. For $\beta=1.5$, $P_1$ is 0.9998 at 2.0 V, 0.992 at 1.8 V, one half at $V^*$ and 0.0024 at 1.2 V. Near the crossover a set of nominally identical devices will therefore show both kinds of first failure. If the two layers have different Weibull shapes, the integral must be evaluated with both shapes, and equal scales no longer imply equal odds.

## What follows the first failure

Suppose that the interlayer breaks and becomes an ideal conductor over its whole area. The high-k layer then takes the whole voltage, and its field rises by the factor

$$\frac{V/t_2}{V/(k_2S)}=\frac{k_2S}{t_2}=1+\frac{k_2t_1}{k_1t_2}.$$

Leaving scatter aside, the first failure comes at $t=1/r_1$, when the high-k layer has accumulated the damage $r_2/r_1$. The remainder, $1-r_2/r_1$, builds up at the new rate, so the further wait is

$$\Delta t=\frac{1-r_2/r_1}{A_2\exp(\gamma_2V/t_2)}.$$

At 2.0 V the field doubles from 0.20 to 0.40 V/nm and the exponent from 16 to 32. The damage already done is 0.004, and

$$\Delta t=0.996\times10^{12}e^{-32}\ \text{s}=0.013\ \text{s}.$$

This is very short beside the 425 s before the first failure. An electrical test that registers the final collapse could thus mistake a failure that began in the interlayer for one of the high-k layer. The estimate holds when the whole interlayer conducts ideally. A real breakdown is usually local, and the wait can then be quite different. A resistive path keeps part of the voltage. A small conducting patch stresses less high-k area than the area to which $A_2$ belongs, which lengthens the wait. Above such a patch the field exceeds $V/t_2$, the more so the smaller the patch and most strongly at a sharp rim, which shortens it.

## The error in extrapolated life

At constant voltage, $\ln(1/r_i)=-\ln A_i-\gamma_iV/(k_iS)$, so the logarithm of each nominal life is a straight line in $V$ with slope $-\gamma_i/(k_iS)$. In the example the slopes are $-10/0.50=-20\ \mathrm{V^{-1}}$ for the interlayer and $-4/0.50=-8\ \mathrm{V^{-1}}$ for the high-k layer. The shorter life changes from one line to the other at $V^*$.

Tests at 1.8 and 2.0 V see the interlayer line. Carried down to a voltage below $V^*$, that line predicts $1/r_1$, while the first nominal failure comes at $1/r_2$. Since $\ln(A_2/A_1)=aV^*/S$, the ratio of predicted to model life is

$$\frac{1/r_1}{1/r_2}=\frac{r_2}{r_1}=\exp\left[\frac{a(V^*-V)}{S}\right].$$

At 1.2 V the exponent is $6\times(1.535-1.200)/0.50=4.02$, and the predicted life is 56 times too long: $3.8\times10^9$ s instead of $6.8\times10^7$ s. This factor is proportional to $A_2/A_1$: it is 5.6 for $A_2=10^{-13}\ \mathrm{s^{-1}}$, and for $A_2=10^{-14}\ \mathrm{s^{-1}}$ the crossover lies at 1.15 V, so the extrapolation to 1.2 V is correct. A nearly straight line through the high-voltage data gives no warning, because the high-k damage law hardly enters the first failures there; with the Weibull scatter above, the factor for the first-failure scale is 55.

## When interface charge or leakage changes the fields

A charged interface removes the equality of the displacements. Insert $D_2=D_1-\sigma$ into the voltage sum:

$$V=\frac{D_1t_1}{\varepsilon_0k_1}+\frac{(D_1-\sigma)t_2}{\varepsilon_0k_2}=\frac{D_1}{\varepsilon_0}S-\frac{\sigma t_2}{\varepsilon_0k_2}.$$

Keep $F=V/S$ as the value without charge. Solving for $D_1$, then subtracting $\sigma$ and using $S-t_2/k_2=t_1/k_1$, gives

$$E_1=\frac1{k_1}\left(F+\frac{\sigma t_2}{\varepsilon_0k_2S}\right),\qquad E_2=\frac1{k_2}\left(F-\frac{\sigma t_1}{\varepsilon_0k_1S}\right).$$

For positive gate bias, trapped electrons ($\sigma<0$) relieve the interlayer and load the high-k layer. For negative bias the field direction reverses, and the same charge has the opposite effect on the two field strengths. Both statements hold as long as the charge is too small to reverse the field in either layer.

Let $M_0=\ln(r_1/r_2)$ at $\sigma=0$. As long as both fields stay positive, the charge changes it to

$$\ln\frac{r_1}{r_2}=M_0+\frac{\sigma(\gamma_1t_2+\gamma_2t_1)}{\varepsilon_0k_1k_2S},$$

which vanishes, provided both fields are still positive there, at

$$\sigma^*=-\frac{M_0\,\varepsilon_0k_1k_2S}{\gamma_1t_2+\gamma_2t_1}.$$

At 2.0 V, $M_0=24-18.42=5.58$. With $\varepsilon_0=0.0553\ e/(\text{V nm})$, where $e$ is the elementary charge,

$$\sigma^*=-\frac{5.58\times0.0553\times80\times0.50}{200+80}\ \frac{e}{\text{nm}^2}=-0.044\ \frac{e}{\text{nm}^2},$$

or $4.4\times10^{12}$ trapped electrons per cm². The fields are then 0.90 and 0.22 V/nm. The interlayer still has about four times the field of its partner, yet its lead is gone; a slightly more negative charge puts the high-k layer first.

Leakage can supply such charge. With current densities $J_i$ counted in the field direction, charge arrives through layer 2 and leaves through layer 1, so $d\sigma/dt=J_2-J_1$. For ohmic layers with conductivities $g_i$, inserting $J_i=g_iE_i$ gives

$$\frac{d\sigma}{dt}=F\left(\frac{g_2}{k_2}-\frac{g_1}{k_1}\right)-\frac{\sigma}{\tau_\sigma},\qquad \tau_\sigma=\frac{\varepsilon_0k_1k_2S}{g_1t_2+g_2t_1}.$$

For times much shorter than $\tau_\sigma$ the permittivities divide the voltage at an initially neutral interface. Because the rates are exponential in the fields, a small drift already counts: at 2.0 V the charge reaches $\sigma^*$ at about $0.1\,\tau_\sigma$ for $g_1\gg g_2$ and at $0.16\,\tau_\sigma$ for $g_1=g_2$. The neutral-interface order of the example holds only if the stored charge stays below $|\sigma^*|$ during the whole life, which for a steady imbalance requires $|J_2-J_1|$ below about $2\times10^{-9}$ A/cm² at 2.0 V and $7\times10^{-15}$ A/cm² at 1.2 V. Carriers that cross both layers without being stored at the interface do not count towards this imbalance. For times much longer, $J_1=J_2$ and $E_1/E_2=g_2/g_1$: the conductivities divide it. Real leakage is often far from ohmic. The steady condition is then $J_1(E_1)=J_2(E_2)$ together with the voltage sum, and damage must be integrated over the changing fields.

## What to do in practice

- Determine $A_i$ and $\gamma_i$ for each layer separately, at the thickness, area and temperature of interest. Compare the rates at common displacement if the interface is neutral, and otherwise at the actual field of each layer. A comparison of breakdown fields alone leaves out the field division.
- Extend stress tests as far towards the operating voltage as time allows, and look for a flatter slope. Where the high-k law is known, calculate $V^*$ before extrapolating.
- Measure the interface charge during stress and compare it with $\sigma^*$. If it drifts, recalculate both fields; a test at the opposite polarity helps to reveal its influence.
- To relieve the interlayer at fixed thicknesses, raise $k_1$, which lowers $E_1=V/(t_1+t_2k_1/k_2)$. The same change raises the high-k field $E_2=V/(t_2+t_1k_2/k_1)$, so with unchanged damage laws the nominal life of the stack, the shorter of $1/r_1$ and $1/r_2$, grows only while the interlayer leads. Once the two are equal (at $k_1\approx4.9$ for 2.0 V in the example), a further increase of $k_1$ shortens it; where the high-k layer already leads, as at 1.2 V, any increase shortens it. Check the damage law of the changed material as well, since a lower field does not help if $A_1$ or $\gamma_1$ grows too much.
- When choosing a high-k material with larger $k_2$, state what is held fixed. At fixed thicknesses the interlayer field rises; at fixed capacitance it stays the same.
